\section*{Exchange splitting and the spin-forbidden 4f–5d band of Tb$^{3+}$, part 1}

(Sections cited here and not found follow in the second part.)

\section{One 5d electron on a half-filled 4f shell}

Take the ion Tb$^{4+}$ with seven 4f electrons, one in each orbital $m'=-3,\dots,3$ and all with spin up. This determinant has $S_c=M_c=7/2$. It also has $L_c=0$, because $L_\pm$ moves a spin-up electron into an orbital that is already occupied and so gives zero. It is the stretched component $|\tfrac72\rangle$ of the term $^8S$. Adding one 5d electron in orbital $m$ gives a state of the configuration $4f^75d$, which Tb$^{3+}$ reaches from its ground configuration $4f^8$ by absorbing a photon. With $L_c=0$ the total orbital momentum is $L=2$. Hartree atomic units are used, every shell has one radial function for both spins, and spin--orbit coupling is left out until it is needed.

The energy of a determinant contains a Coulomb integral for every pair of electrons and, with a minus sign, an exchange integral for every pair with parallel spins. Let $E_0$ collect the core energy, the 5d one-electron energy, all Coulomb terms and the exchange with closed shells; none of these depends on the direction of the 5d spin. Then
\begin{equation}
E_\uparrow=E_0-K,\qquad E_\downarrow=E_0,\qquad
K=\sum_{m'=-3}^{3}\langle dm,fm'|r_{12}^{-1}|fm',dm\rangle .
\end{equation}
The first determinant has $M_S=4$, the largest value the configuration allows, so it is pure $S=4$ and $E(^9D)=E_0-K$. The second has $M_S=3$ and mixes $S=4$ with $S=3$. The lowering operator gives $S_-|4,4\rangle=\sqrt8\,|4,3\rangle$ on the total spin and $S_{c-}|\tfrac72\rangle=\sqrt7\,|\tfrac52\rangle$ on the core, and the $S=3$ state is the orthogonal combination:
\begin{align}
|4,3\rangle&=\sqrt{\tfrac78}\,|\tfrac52\rangle\!\uparrow+\sqrt{\tfrac18}\,|\tfrac72\rangle\!\downarrow ,\nonumber\\
|3,3\rangle&=\sqrt{\tfrac18}\,|\tfrac52\rangle\!\uparrow-\sqrt{\tfrac78}\,|\tfrac72\rangle\!\downarrow .
\label{eq:spin}
\end{align}
The determinant $|\tfrac72\rangle\!\downarrow$ therefore has weight $1/8$ in $^9D$ and $7/8$ in $^7D$. The Hamiltonian commutes with $S^2$, so no cross term enters its energy:
\begin{equation}
E_0=\tfrac18(E_0-K)+\tfrac78E(^7D)\quad\Rightarrow\quad E(^7D)=E_0+\tfrac17K .
\end{equation}
With $J=K/7$, the mean exchange integral per f electron,
\begin{equation}
E(^9D)=E_0-7J,\qquad E(^7D)=E_0+J,\qquad \Delta_1=8J .
\label{eq:gapJ}
\end{equation}
Here $E(^7D)$ is the expectation value in a state whose core is held in $^8S$, so $\Delta_1$ is the gap to first order in the f--d interaction.

The same two numbers are the eigenvalues of $-J(\tfrac72+2\mathbf S_c\!\cdot\mathbf s)$. From $2\mathbf S_c\!\cdot\mathbf s=S(S+1)-\tfrac{63}{4}-\tfrac34$ one finds $+\tfrac72$ for $S=4$ and $-\tfrac92$ for $S=3$, which give $-7J$ and $+J$. The space $^8S\otimes d$ contains only $^9D$ and $^7D$, so inside it this operator is the exchange interaction.

The ground term of $4f^8$ has seven spins up and one down, $S=3$, and is $^7F$. The electric dipole operator acts on spatial coordinates only and conserves $S$. It connects $^7F$ with $^7D$ and not with $^9D$, which lies $8J$ lower when $J>0$.

\section{The exchange integral in terms of $G^1$, $G^3$, $G^5$}

Write the orbitals as $r^{-1}P_f(r)Y_{3m'}$ and $r^{-1}P_d(r)Y_{2m}$ with Condon--Shortley phases, and set $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The Legendre expansion of the Coulomb kernel and the addition theorem $P_k(\cos\gamma)=\sum_qC^*_{kq}(1)C_{kq}(2)$, with $\gamma$ the angle between the two position vectors, give
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma)
=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_qC_{kq}^*(1)C_{kq}(2).
\label{eq:multipole}
\end{equation}
In an exchange integral each coordinate carries the radial product $P_fP_d$, which defines
\begin{equation}
G^k=\iint P_fP_d(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,P_fP_d(r_2)\,dr_1dr_2 .
\end{equation}
The direct integrals $F^k(fd)$ and $F^k(ff)$ have $P_f^2$ at one point and $P_d^2$ or $P_f^2$ at the other. The sum over $m'$ in $K$ is done by the addition theorem once more, $\sum_{m'}Y_{3m'}(1)Y^*_{3m'}(2)=\frac{7}{4\pi}P_3(\cos\gamma)$:
\begin{equation}
K=\sum_kG^k\iint Y^*_{2m}(1)\,\frac7{4\pi}P_k(\cos\gamma)P_3(\cos\gamma)\,Y_{2m}(2)\,d\Omega_1d\Omega_2 .
\end{equation}
The product of Legendre polynomials is expanded as $P_kP_3=\sum_L(2L+1)a_LP_L$ with $a_L=\frac12\int_{-1}^1P_kP_3P_L\,dx$, which follows from $\int P_L^2dx=2/(2L+1)$. The kernel $(2L+1)P_L/4\pi$ is the projector on angular momentum $L$, so between d functions only $L=2$ survives and the kernel is diagonal in $m$:
\begin{equation}
K=7\sum_kw_kG^k,\qquad w_k=\frac12\int_{-1}^{1}P_2P_kP_3\,dx ,
\label{eq:sumrule}
\end{equation}
the same for every $m$. The number $w_k$ is the squared $3j$ symbol with momenta $2,k,3$ and zero projections. To evaluate it, expand
\begin{equation}
P_2P_3=\tfrac14(3x^2-1)(5x^3-3x)=\tfrac14(15x^5-14x^3+3x)
\end{equation}
in $P_5=\frac18(63x^5-70x^3+15x)$, $P_3=\frac12(5x^3-3x)$ and $P_1=x$. The $x^5$ term fixes the coefficient of $P_5$ as $\frac{15}{4}\cdot\frac{8}{63}=\frac{10}{21}$. The remaining $x^3$ term is $-\frac72+\frac{10}{21}\cdot\frac{70}{8}=\frac23$, so the coefficient of $P_3$ is $\frac23\cdot\frac25=\frac4{15}$. The remaining $x$ term is $\frac34-\frac{10}{21}\cdot\frac{15}8+\frac4{15}\cdot\frac32=\frac9{35}$. The three coefficients add to one, as they must at $x=1$. Dividing each by $2k+1$ gives
\begin{equation}
w_1=\tfrac3{35},\qquad w_3=\tfrac4{105},\qquad w_5=\tfrac{10}{231},
\end{equation}
and all other $w_k$ vanish. With $J=\sum_kw_kG^k$, Eq.~(\ref{eq:gapJ}) becomes
\begin{equation}
\Delta_1=\tfrac{24}{35}G^1+\tfrac{32}{105}G^3+\tfrac{80}{231}G^5 .
\label{eq:gap}
\end{equation}

The sign of the first-order gap is fixed by electrostatics. For the real charge distribution $\rho=r^{-2}P_fP_d\,Y_{k0}$, Eq.~(\ref{eq:multipole}) gives $\iint\rho\,r_{12}^{-1}\rho=\frac{4\pi}{2k+1}G^k$. Its potential $\phi$ obeys $\nabla^2\phi=-4\pi\rho$, and integration by parts turns the same quantity into $\frac1{4\pi}\int|\nabla\phi|^2d^3r$. Hence every $G^k$ is positive, so $\Delta_1>0$ and $^9D$ lies below the $^7D$ state built on the frozen $^8S$ core. Once other cores mix in, the order also depends on the f--f repulsion. The direct integrals $F^2(fd)$ and $F^4(fd)$ do not appear, because the core density is proportional to $\sum_{m'}|Y_{3m'}|^2=7/4\pi$, which is spherical and has no multipole with $k>0$.

\section{Why the second half of the series}

For $4f^n$ the largest possible spin is $S_g=n/2$ when $n\le7$ and $S_g=(14-n)/2$ when $n\ge7$, since electrons beyond the seventh must pair. That the ground term has this spin is Hund's first rule, which the numerical check confirms by diagonalization for all $n$. In $4f^{n-1}5d$ the largest spin is that of the core plus $\frac12$. For $n\le7$ this is $\frac{n-1}2+\frac12=S_g$, so no term of higher spin than the ground term exists. For $n\ge8$ it is $\frac{15-n}{2}+\frac12=S_g+1$: removing the electron from a doubly occupied f orbital uncovers one spin, and the 5d electron can add another.

Whether that term is the lowest one follows from the exchange operator for a general core. Let $a^\dagger_f$ and $b^\dagger_d$ create f and d spin-orbitals and let $\langle pq|rs\rangle$ have $p,r$ on electron 1. The two-body operator $\frac12\sum\langle pq|rs\rangle p^\dagger q^\dagger s\,r$ contains the exchange terms twice, which cancels the $\frac12$ and leaves $\langle f_1d_1|d_2f_2\rangle\,a^\dagger_{f_1}b^\dagger_{d_1}a_{f_2}b_{d_2}$. One anticommutation gives
\begin{equation}
H_x=-\sum\langle f_1d_1|d_2f_2\rangle\,a^\dagger_{f_1}a_{f_2}b^\dagger_{d_1}b_{d_2},\qquad
\langle f_1d_1|d_2f_2\rangle=\sum_{kq}G^k\,c^{kq}_{d_2f_1}c^{kq}_{d_1f_2},
\end{equation}
where $c^{kq}_{df}=\langle d|C_{kq}|f\rangle$ is real and vanishes unless the two spins agree. Substitute $a^\dagger_{f_1}a_{f_2}=\delta_{f_1f_2}-a_{f_2}a^\dagger_{f_1}$. The $\delta$ term is the sum of Eq.~(\ref{eq:sumrule}) over the seven f orbitals with the spin of the d electron and equals $-K$. In the other term $b^\dagger_{d_1}$ passes through two fermion operators without a sign, $a_{f_2}a^\dagger_{f_1}b^\dagger_{d_1}b_{d_2}=(b^\dagger_{d_1}a_{f_2})(a^\dagger_{f_1}b_{d_2})$, so
\begin{equation}
H_x=-K+\sum_{kq}G^kA^\dagger_{kq}A_{kq},\qquad A_{kq}=\sum_{d,f}c^{kq}_{df}\,a^\dagger_fb_d .
\label{eq:holes}
\end{equation}
The operator $A_{kq}$ drops the 5d electron into a hole of the f shell without changing the spin and produces a state of $4f^n$. The second term is positive semidefinite because $G^k>0$. On a state of spin $S_g+1$ it vanishes, because $4f^n$ has no state of that spin to receive it.

The rest of the electrostatic Hamiltonian, $H_0$, consists of the f--f repulsion and the direct f--d terms. It commutes with the core spin and the 5d spin separately, so a core of spin $S_c$ has the same $H_0$ spectrum in $S_c+\frac12$ and in $S_c-\frac12$. Every state obeys $E\ge\min H_0-K$. If the minimum of $H_0$ belongs to a core of maximal spin, the term with $S=S_g+1$ reaches this bound and nothing lies below it. The condition holds when the f--f energy needed to lower the core spin exceeds what the direct f--d terms can return; this is a statement about the sizes of $F^k(ff)$ and $F^k(fd)$, and its consequence, the spin of the lowest term, is tested numerically below.

Equation~(\ref{eq:holes}) also links energy to intensity. The dipole operator from $4f^{n-1}5d$ to $4f^n$ is a radial integral times $A_{1q}$. The expectation value $\sum_q\langle A^\dagger_{1q}A_{1q}\rangle$ is therefore both the coefficient of $G^1$ in the upward exchange shift of a state and its total dipole strength into $4f^n$, in units of the squared radial integral. The high-spin term is dark and low for the same reason. For the $^7D$ state of Tb$^{3+}$ with the core held in $^8S$ the coefficient is $8w_1=24/35\approx0.69$; mixing with the sextet cores, treated next, lowers it to about 0.43 for the integrals of the free ion given below.

\section{Beyond the frozen $^8S$ core}

The nonets of $4f^75d$ need all eight spins parallel, so $^9D$ is the only one, and $E_0-K$ is its exact energy within the configuration. The septets are more numerous. Flipping one core spin gives $7\times7$ determinants with $L_c=0,\dots,6$, of which $L_c=0$ belongs to $^8S$ and the rest to $^6P,{}^6D,{}^6F,{}^6G,{}^6H,{}^6I$. Cores with $L_c\le4$ couple with the d electron to $^7D$. They mix with the $^8S$-based state through $H_x$ alone, since $H_0$ conserves the core spin. The $^8S$-based state is a trial function in this space, so the variational principle places the lowest $^7D$ at or below $E_0+J$. For fixed radial functions the gap $\Delta$ of the full configuration obeys $\Delta\le\Delta_1$. To second order the difference is $\sum_j|\langle j|H_x|{}^7D\rangle|^2/(E_j-E_{^7D})$, with denominators dominated by the sextet excitation energies, which are linear in $F^k(ff)$. Multiplying all $F^k(ff)$ by a large factor $\lambda$ makes $\Delta_1-\Delta$ fall as $1/\lambda$.

Without spin--orbit coupling, $^9D$ lies below the $^7D$ state built on the frozen $^8S$ core by $\Delta_1=8J$ and is dark from the $^7F$ ground term, while mixing with sextet cores can only reduce this gap. It remains to find how spin--orbit coupling gives the forbidden band intensity, to evaluate the gap and the intensity for the free Tb$^{3+}$ ion, and to examine other ions.
